# Why pore correlations drop out of second-order composite permittivity

**Q:** I have two porous interlayer dielectrics with the same skeleton and the same porosity, but different pore sizes. The second-order weak-contrast formula for their permittivity contains neither the pore size nor the two-point correlation function. Second-order perturbation theory pairs one fluctuation with another, so it ought to know how the pores are correlated. Where does that information go?

**A:** It enters, and then it is summed away. To see this, let $k(\mathbf r)$ be the local relative permittivity, taken as real, scalar and independent of the field. Let $K=\langle k\rangle$ be its volume average and write $k=K+h$, so that $\langle h\rangle=0$. The structure must be small compared with both the sample and the wavelength. I repeat a large sample periodically, which turns Fourier integrals into sums.

Apply a field whose average is the unit vector $\mathbf u$. The local field is $\mathbf e=\mathbf u+\nabla\psi$ with $\psi$ periodic, and the effective permittivity along $\mathbf u$ is defined by the energy,

$$k^*_u=\min_\psi\langle k|\mathbf e|^2\rangle .$$

Setting the variation with respect to $\psi$ to zero gives Gauss's law, $\nabla\cdot(k\mathbf e)=0$. Multiplying it by $\psi$ and integrating by parts gives $\langle\nabla\psi\cdot k\mathbf e\rangle=0$. Therefore $k^*_u=\mathbf u\cdot\langle k\mathbf e\rangle$, the usual ratio of mean displacement to mean field.

Now expand $\mathbf e=\mathbf u+\mathbf e_1+\mathbf e_2+\dots$ in powers of $h$. At first order Gauss's law reads

$$K\nabla^2\psi_1+\mathbf u\cdot\nabla h=0 .$$

For a Fourier component proportional to $e^{i\mathbf q\cdot\mathbf r}$ this becomes $-Kq^2\psi_{\mathbf q}+i(\mathbf q\cdot\mathbf u)h_{\mathbf q}=0$. Since $\mathbf e_{1,\mathbf q}=i\mathbf q\psi_{\mathbf q}$,

$$\mathbf e_{1,\mathbf q}=-\frac{\mathbf q(\mathbf q\cdot\mathbf u)}{Kq^2}h_{\mathbf q}
=-\frac{\hat{\mathbf q}(\hat{\mathbf q}\cdot\mathbf u)}{K}h_{\mathbf q}.$$

The magnitude of $\mathbf q$ has cancelled. A finer ripple has steeper gradients and so more polarization charge, by one power of $q$. The field made by a given charge density falls by one power of $q$. What remains is the angle between the ripple and the applied field.

**Q:** That is the field. How does it enter the permittivity?

**A:** Insert the expansion into $\mathbf u\cdot\langle(K+h)\mathbf e\rangle$. The corrections $\mathbf e_1,\mathbf e_2,\dots$ have zero average, and so does $h$. The second-order term is therefore $\langle h\,\mathbf u\cdot\mathbf e_1\rangle$, and the next one, $\langle h\,\mathbf u\cdot\mathbf e_2\rangle$, is of third order. In Fourier components,

$$k^*_u=K-\frac1K\sum_{\mathbf q\ne0}|h_{\mathbf q}|^2(\hat{\mathbf q}\cdot\mathbf u)^2+O(h^3).$$

Here is your two-point function: $|h_{\mathbf q}|^2$ is the Fourier coefficient of $C(\mathbf r)=\langle h(\mathbf x)h(\mathbf x+\mathbf r)\rangle$. Now add the results for three perpendicular directions. For every $\mathbf q$ the three values of $(\hat{\mathbf q}\cdot\mathbf u)^2$ add to one, so the sum over directions contains

$$\sum_{\mathbf q\ne0}|h_{\mathbf q}|^2=C(0)=\langle h^2\rangle .$$

The separation-dependent part of $C$ has gone, and its value at zero separation remains. If the geometry makes the effective tensor isotropic at every small contrast, each direction receives one third:

$$k^*=K-\frac{\langle h^2\rangle}{3K}+O(h^3).$$

For pores of fraction $p$ and permittivity $k_p$ in a skeleton of permittivity $k_s$, put $\Delta=k_p-k_s$. Then $h=(1-p)\Delta$ in the pores and $h=-p\Delta$ in the skeleton, so

$$\langle h^2\rangle=p(1-p)^2\Delta^2+(1-p)p^2\Delta^2=p(1-p)\Delta^2 .$$

The second-order formula thus needs only the volume fractions and the phase permittivities. With more phases, $\langle h^2\rangle=\sum_i f_i(k_i-K)^2$, where $f_i$ are their fractions.

**Q:** Does the two-point function itself have to be isotropic?

**A:** No. That is sufficient, but an isotropic tensor is enough. A cubic array of round pores has a direction-dependent $C(\mathbf r)$, yet its three axes are equivalent, so each gets one third.

Without such symmetry, define the share of an axis as

$$s_u=\frac{\sum|h_{\mathbf q}|^2(\hat{\mathbf q}\cdot\mathbf u)^2}{\langle h^2\rangle},\qquad s_x+s_y+s_z=1 .$$

The second-order term along that axis is $-s_u\langle h^2\rangle/K$. For layers stacked along $z$, all $\mathbf q$ point along $z$. The shares are then 0, 0 and 1, and the formula with one third fails for each separate axis, although it holds for their average.

**Q:** Put in numbers for a film like mine.

**A:** Take a skeleton with $k_s=3.0$, empty pores with $k_p=1.0$ and $p=0.30$. These are rough values in the range of porous organosilicate dielectrics. Then

$$K=0.30(1.0)+0.70(3.0)=2.40,$$
$$\langle h^2\rangle=0.30(0.70)(2.0)^2=0.84,$$
$$k^*\approx2.40-\frac{0.84}{3(2.40)}=2.40-0.117=2.283 .$$

I also solved the field equation numerically on a grid for several structures. Shares and third-order coefficients came from solutions at small positive and negative contrast. The last column is the mean of $k^*$ over the three axes at the real contrast, 3.0 against 1.0.

| Structure | Shares $x,y,z$ | Third order | Mean $k^*$ |
|---|---|---:|---:|
| Round pores, cubic | 0.333, 0.333, 0.333 | −0.010 | 2.285 |
| Channels, cubic | 0.333, 0.333, 0.333 | 0.093 | 2.244 |
| Fine random | 0.325, 0.338, 0.338 | 0.064 | 2.254 |
| Coarse random | 0.421, 0.314, 0.266 | 0.054 | 2.258 |
| Flattened random | 0.290, 0.252, 0.458 | 0.068 | 2.252 |
| Layers | 0, 0, 1.000 | 0.133 | 2.225 |

The porosity is 0.30 throughout, apart from 0.2999 for the round pores and 0.2993 for the channels, where whole sets of equivalent grid cells were kept together. The mean share is one third in every row, within 0.0005. A graded medium without distinct phases gives 0.3333 as well. The coarse sample has unequal shares because it is one small random cell, not a large isotropic film.

**Q:** The mean $k^*$ still varies from 2.225 to 2.285. So the structure does matter?

**A:** Yes, from third order onwards. The "third order" column is the coefficient $c$ in the term $c\,p(1-p)\Delta^3/K^2$, averaged over the axes. That term contains $\mathbf e_2$, which is the response to $h\mathbf e_1$, so it couples three fluctuations and depends on how they are arranged. Your contrast is not weak either: $|\Delta|/K=2.0/2.4=0.83$.

Pore size is a separate matter from pore shape. If a structure is magnified by a factor $\lambda$, the field $\mathbf e(\mathbf r/\lambda)$ is still curl-free, has the same mean and gives the same average energy. The minimum is unchanged, so pure magnification drops out at every contrast in this model. Changing the shape or arrangement drops out of the second-order term, given isotropy, but not of the full $k^*$.

The fine and coarse random samples were generated by the same rule at two scales, with mean chords through the pores of 1.22 and 2.45 nm. Their difference of about 0.005 in $k^*$ therefore belongs to the finite random cells and the grid. Halving the grid cell for the coarse structure, with its stepped pore walls held fixed, left $k^*$ at 2.258. Replacing the steps by smooth walls matters more. For smooth spheres in a cubic array, a multipole series gives $k^*=2.288$ and a third-order coefficient of −0.017, against 2.285 and −0.010 in the table. For the channels, finer grids lower $k^*$ from 2.244 to about 2.238. The last digit of $k^*$ in these two rows, and the second decimal of their third-order coefficients, should therefore not be relied on. For the flattened sample, smooth walls on finer grids raise the normal share from 0.458 to about 0.47, and $k^*$ is uncertain by a few thousandths. In all three random rows, smooth walls lower the third-order coefficient by about 0.003 to 0.004, and they raise $k^*$ of the coarse sample by about 0.002, so the last digits there are also uncertain.

**Q:** Can I limit the error without knowing the microstructure?

**A:** The same sum over directions gives rigorous bounds. Let the reference $k_0$ be the permittivity of one phase, and let the other phase have permittivity $k_1$ and fraction $f$. Suppose first that $k_1>k_0$. For any vector field $\boldsymbol\tau$ that vanishes in the reference phase, the square

$$(k-k_0)\left|\mathbf e-\frac{\boldsymbol\tau}{k-k_0}\right|^2\ge0$$

in the other phase gives, after expansion,

$$k|\mathbf e|^2\ge k_0|\mathbf e|^2+2\boldsymbol\tau\cdot\mathbf e-\frac{|\boldsymbol\tau|^2}{k-k_0}.$$

In the reference phase the last two terms are absent and equality holds. Average this and minimize the right side over $\mathbf e=\mathbf u+\sum_{\mathbf q\ne0}\hat{\mathbf q}a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$. Each component contributes $k_0|a_{\mathbf q}|^2+2\,\mathrm{Re}[a_{\mathbf q}^*\,\hat{\mathbf q}\cdot\boldsymbol\tau_{\mathbf q}]$. Its minimum, at $a_{\mathbf q}=-\hat{\mathbf q}\cdot\boldsymbol\tau_{\mathbf q}/k_0$, is $-|\hat{\mathbf q}\cdot\boldsymbol\tau_{\mathbf q}|^2/k_0$.

Choose $\boldsymbol\tau=T\mathbf u$, with constant $T$, in the other phase. The indicator of that phase has variance $f(1-f)$, and isotropy assigns one third of it to $\mathbf u$. Hence

$$k^*\ge k_0+f(2T-BT^2),\qquad B=\frac1{k_1-k_0}+\frac{1-f}{3k_0}.$$

The best choice is $T=1/B$, which gives the Hashin–Shtrikman lower bound $k_0+f/B$.

If $k_1<k_0$, the square carries a negative factor and the inequality is reversed for every $\mathbf e$, hence also for the two minima. Because $1/(k_0-k_1)>1/k_0$, $B$ is negative. The right side now has its minimum at $T=1/B$, and the same expression is the upper bound. For your film,

$$k^*_{\rm low}=1+\frac{0.70}{1/2+0.30/3}=2.167,$$
$$k^*_{\rm high}=3+\frac{0.30}{-1/2+0.70/9}=2.289 .$$

**Q:** Why should bounds agree with the second-order formula?

**A:** Put $\delta=k_1-k_0$, so that $K=k_0+f\delta$. Multiplying out the bound and subtracting $K$ gives

$$k_0+\frac fB-K=f\delta\left[\frac{3k_0}{3k_0+(1-f)\delta}-1\right]
=-\frac{f(1-f)\delta^2}{3k_0+(1-f)\delta}.$$

With the skeleton as reference, $k_0=K-p\Delta$ and the denominator is $3K+(1-4p)\Delta$. With the pores as reference, $k_0=K+(1-p)\Delta$ and $\delta=-\Delta$, and it is $3K+(3-4p)\Delta$. Both tend to $3K$ at small contrast. The upper and lower bounds therefore have the same second-order term, and any isotropic structure is held between them.

Expanding the denominators once more places $c$ between $(1-4p)/9$ and $(3-4p)/9$, here −0.022 and 0.200. All six structures lie in this range. The anisotropic ones may be included through their axis averages: with $s_u$ in place of one third, $f/B$ is convex in $s_u$ for the lower bound and concave for the upper, so averaging over axes preserves both.

The bounds are 0.123 apart, about as much as the second-order term itself. At your contrast, a structure-independent second-order term does not mean a structure-independent permittivity.

**Q:** My pores may be flattened by processing. What does that do?

**A:** Suppose $C$ depends on $x^2+y^2+z^2/w^2$, where $w$ is the ratio of the correlation length along the film normal to that in the plane. Its spectrum then depends on $q_x^2+q_y^2+w^2q_z^2$. Substituting $Q_z=wq_z$ makes the spectrum isotropic. If $\mu$ is the cosine of the angle between the new wavevector and $z$, then $\hat q_z^2=\mu^2/[\mu^2+w^2(1-\mu^2)]$. All $\mu$ from 0 to 1 have equal weight, so

$$s_z=\int_0^1\frac{\mu^2\,d\mu}{\mu^2+w^2(1-\mu^2)} .$$

This gives 1/3 at $w=1$ and tends to 1 for very flat pores. For $w=0.8$ it is 0.394, which at fixed porosity changes the normal permittivity by $-(0.84/2.40)(0.394-0.333)=-0.021$ at second order. At your contrast this is only a rough size: with $s_z$ in place of one third, the upper and lower bounds move by −0.025 and −0.035. The size of the pores is still absent; their aspect ratio is not. If the processing also removes pore volume, $K$ rises: a porosity lower by 0.01 adds about 0.02 to the permittivity. That cancels the second-order change; cancelling the shifts of the upper and lower bounds takes a loss of about 0.011 and 0.015, and a loss beyond that reverses the sign.

**Q:** My film is only 20 nm thick between electrodes. Is it still large compared with a 2 nm pore?

**A:** Not completely. Reflect the film in an electrode, with $k$ even and the potential correction $\psi$ odd. Then $\psi$ vanishes on the electrodes, as it must, and the normal displacement is continuous. The film has become a periodic medium of twice its thickness, and its normal share follows from the general sum over $\mathbf q$ that defines $s_u$, not from the integral for flattened pores.

For 24 random samples with a mean pore chord of 2.04 nm, counted on a 0.5 nm grid (smooth walls would give 1.99 nm), the normal share was $0.321\pm0.001$ in the film and $0.333\pm0.001$ in the bulk, with standard errors quoted. The film's $k^*$ is therefore higher by about 0.004 at second order. Here pore size does enter, through its ratio to the film thickness.

**Q:** How close is all this to a real low-k film?

**A:** The permittivities and porosity are plausible rough values, but real films break the assumption of two clean, dry phases. Suppose processing leaves a layer 0.2 nm thick with $k=4.0$ around spherical pores of radius $R$, spaced so that the layers do not overlap. Its fraction is $p[(1+0.2\,\mathrm{nm}/R)^3-1]$, or 0.218 for $R=1$ nm and 0.099 for $R=2$ nm. The three-phase second-order formula gives $k^*=2.46$ and 2.36, against 2.28 without the layer. At this contrast the formula runs low: coated spherical pores in a cubic array give about 2.49 and 2.38 at full contrast, against 2.29 uncoated. Smaller pores now give a larger permittivity at fixed porosity and layer thickness, because they change a volume fraction. Water is more serious: if it filled the pores with an assumed bulk-like $k=80$, the lower bound would be 6.3. A 1% rise in skeleton permittivity, an allowance for temperature, adds 0.02. Treating a 2 nm pore as a continuum with a sharp wall is a further idealization, which I have not sized.

Retardation is negligible: at 100 GHz the wavelength in the film is about 2 mm, and $(2\pi\times\text{chord}/\text{wavelength})^2$ is about $4\times10^{-11}$.

**Q:** And the field inside the pores, at 0.7 V across the 20 nm?

**A:** Let $E_p$ and $E_s$ be the mean fields in pores and skeleton along $\mathbf u$, relative to the applied field. The averages of field and displacement are

$$pE_p+(1-p)E_s=1,\qquad pk_pE_p+(1-p)k_sE_s=k^* .$$

Multiply the first by $k_s$ and subtract the second:

$$E_p=\frac{k_s-k^*}{p(k_s-k_p)}\approx\frac{3.0-2.283}{0.30(2.0)}\approx1.2 .$$

The relation is exact, but the number uses the second-order $k^*$. For an isotropic film the bounds on $k^*$ allow $E_p$ from 1.18 to 1.39.

The applied field is 0.35 MV/cm, or 0.035 V/nm. An electron crossing 2.04 nm in the mean pore field gains $0.035\times1.2\times2.04\approx0.09$ eV, or 0.10 eV at the upper end of that range, far below the roughly 10 eV or more needed to ionize a typical small molecule. This mean value says nothing about field peaks at sharp walls or about breakdown of the skeleton. The remaining figures are in the numerical output.

## Numbers as computed

```
Skeleton k 3.0, pore k 1.0, porosity 0.30
Mean permittivity K: 2.4000
Variance of permittivity: 0.8400
Second-order term: -0.1167
k* through second order: 2.2833
Hashin-Shtrikman bounds: 2.1667 to 2.2895
Cube edge 7.50 nm, grid cell 0.25 nm
Actual porosity, round: 0.2999
Actual porosity, channels: 0.2993
Second-order shares on x, y, z and their mean:
 round: 0.3333 0.3333 0.3333; 0.3333
 channels: 0.3333 0.3333 0.3333; 0.3333
 fine: 0.3245 0.3378 0.3378; 0.3333
 coarse: 0.4209 0.3137 0.2655; 0.3333
 flat: 0.2904 0.2517 0.4579; 0.3333
 layers: 0.0000 0.0000 1.0001; 0.3334
Third-order coefficient; full k*; k* minus second-order value:
 round: -0.0096; 2.2848; 0.0011
 channels: 0.0934; 2.2441; -0.0410
 fine: 0.0637; 2.2535; -0.0298
 coarse: 0.0541; 2.2584; -0.0249
 flat: 0.0679; 2.2522; -0.0311
 layers: 0.1333; 2.2250; -0.0583
Third-order range from bounds: -0.0222 to 0.2000
Mean pore chord, fine: 1.22 nm
Mean pore chord, coarse: 2.45 nm
Flat pores, z share from spectrum: 0.4579
Graded medium, mean share: 0.3333
Coarse pores, k* on halved grid cell: 2.2584
Aspect 0.8 pores: normal share 0.3944
 change of normal k: -0.0214
Film 20 nm thick, mean pore chord 2.04 nm
 bulk normal share: 0.3331 +- 0.0007
 film normal share: 0.3213 +- 0.0010
 change of film k: 0.0042
Wall layer 0.2 nm thick, k 4.0:
 radius 1 nm: fraction 0.2184, k* 2.4564
 radius 2 nm: fraction 0.0993, k* 2.3594
Pores full of water (k 80): k* at least 6.31
Wavelength in film at 100 GHz: 1.98 mm
 (2 pi chord/wavelength)^2: 4.2e-11
Applied field at 0.7 V: 0.350 MV/cm
 mean pore field / applied field: 1.1944
 electron energy gain across a pore: 0.085 eV
Change of k* for +1% skeleton k: 0.0185
```
